# Dislocations and Vacancies in an Annealed Nickel Film: Equilibrium or Left Over?

**Q.** I treat dislocations as I treat vacancies. Both are defects, both add disorder, and both survive an anneal. So at any temperature a crystal should settle at some equilibrium density of each. What is wrong with that?

**A.** Start with why it works for vacancies. Take $N$ atoms, $n$ vacancies and a formation energy $g$ for each, leaving out the formation entropy. The vacancies can be placed in $(N+n)!/(N!\,n!)$ ways, so the free energy is

$$G(n)=ng-kT\ln\frac{(N+n)!}{N!\,n!}.$$

With Stirling's formula, $\ln m!\approx m\ln m-m$, the derivative is

$$\frac{dG}{dn}=g-kT\ln\frac{N+n}{n}.$$

For the first vacancy the logarithm is about $\ln N$, which grows without limit with the size of the crystal. In a large enough crystal the first vacancies therefore lower $G$ whatever $g$ is. Setting the derivative to zero gives

$$\frac{n}{N+n}=e^{-g/kT}.$$

Take a nickel film 1000 nm thick and 1 cm² in area, which has $9.3\times10^{18}$ atomic sites. With a rough $g=1.7$ eV, the vacancy fraction at 1000 K ($kT=0.0862$ eV) is $2.7\times10^{-9}$, or $2.5\times10^{10}$ vacancies. The argument works because the logarithm grows with the size of the crystal while the cost $g$ does not.

**Q.** And a dislocation has no such fixed cost?

**A.** It has a cost per length. Let a straight screw dislocation have Burgers length $b$. A circuit of radius $r$ around it gains a displacement $b$ over a path $2\pi r$, so the shear strain is $b/2\pi r$. In an isotropic medium of shear modulus $\mu$, the energy per length is

$$e=\int_{r_0}^{R}\frac{\mu}{2}\left(\frac{b}{2\pi r}\right)^2 2\pi r\,dr=\frac{\mu b^2}{4\pi}\ln\frac{R}{r_0}.$$

Here $r_0=b/4$ stands in for the core energy, and $R$ is the distance at which surfaces or other lines cancel the field.

For nickel I use a rough lattice constant $a=0.35$ nm, so $b=a/\sqrt2=0.2475$ nm. The modulus is a rough 80 GPa at 300 K and 50 GPa at 1700 K, linear in between, hence 65 GPa at 1000 K. Since 1 GPa is 6.24 eV/nm³, $R=1000$ nm gives $e=19.2$ eV/nm, or $eb=4.74$ eV per atomic step. A line straight through the film costs about 19,000 eV.

**Q.** But it can stand in very many places.

**A.** There are $1.9\times10^{15}$ surface sites. The freedom to choose one is worth $kT\ln(1.9\times10^{15})=3.0$ eV, against 19,000 eV.

**Q.** You kept the line straight. A flexible line has a number of shapes that grows exponentially with its length, so its entropy grows with length too. Could that not win?

**A.** Your objection is right about the scaling, and it means the matter has to be settled by coefficients. In an fcc crystal the first step of a line has 12 directions. Each later step has at most 11, because it may not go straight back. So $n$ steps have at most $12\cdot11^{n-1}$ shapes. Enumerating the paths that never revisit a site gives 12, 132, 1404, 14,700, 152,532 and 1,573,716 for one to six steps. The last ratio is 10.3, so the entropy does grow with length, by no more than $k\ln11$ for each added step.

The net cost of an added step is therefore at least

$$f=eb-kT\ln 11=4.742-0.207\approx4.54\ \text{eV}\quad(1000\ \text{K}).$$

To cross a thickness $h$, a line needs at least $h/b\approx4040$ steps. Let $S$ be the number of surface sites and $q=11\,e^{-eb/kT}$. If $eb$ is the same for every shape and different lines are independent, the expected number of lines with a given Burgers vector obeys

$$\langle N_{\rm line}\rangle\le S\sum_{n\ge h/b}12\cdot11^{n-1}e^{-neb/kT}=\frac{12S}{11}\,\frac{q^{h/b}}{1-q}.$$

The last form is the sum of a geometric series. It converges because $q=e^{-f/kT}<1$. Allowing all 12 Burgers vectors multiplies the bound by 12, which does not matter here. The bound is about $10^{-92{,}000}$ at 1000 K. At 1700 K, close to melting, it is about $10^{-39{,}000}$.

If the modulus is held at its 1700 K value, $eb=kT\ln11$ is reached near 18,000 K, about ten times the melting temperature.

**Q.** A crumpled line has opposite segments close together. Their fields cancel, so $eb$ is not the same for every shape.

**A.** Yes, and this is the weakest point of the estimate. Two opposite screws at distance $d$ attract with force $\mu b^2/2\pi d$ per length. Counting their energy from $d=r_0$, the pair costs

$$\int_{r_0}^{d}\frac{\mu b^2}{2\pi x}\,dx=\frac{\mu b^2}{2\pi}\ln\frac{d}{r_0},$$

which is the single-line formula twice, with $R=d$. For a severe case put $R=b$. The step cost at 1000 K drops to 0.68 eV and the net cost to 0.47 eV. That is still positive, but the sign depends on the choice $r_0=b/4$. With $r_0=b/2$ the net cost is 0.13 eV, and with $r_0=b$ the elastic cost vanishes and the net cost is negative.

At 1700 K the dense net cost is 0.17 eV. Softer vibrations in the core could remove that. If five atoms per step vibrate at frequencies 20 % lower, the classical entropy gain is $-15k\ln0.8=3.3k$, worth 0.49 eV at 1700 K and 0.29 eV at 1000 K. So this model cannot decide about dense tangles, either at 1000 K or near melting, because it uses elasticity at atomic distances. For a well-separated line the net cost at 1700 K is 3.3 eV, far above that allowance.

**Q.** How solid is the cost of the separated line itself?

**A.** Four corrections need checking.

- A core radius of $b$ instead of $b/4$ takes off 14 %.
- Splitting into two partials of Burgers length $b/\sqrt3$, a rough 2 nm apart, reduces the sum of squared Burgers lengths to two thirds inside that distance. This takes off at most 12 %, since I ignore the energy of the fault between them.
- Nickel is anisotropic. A screw along $\langle110\rangle$ feels two shear stiffnesses, $C_{44}$ and $(C_{11}-C_{12})/2$. Stretching one coordinate makes the problem isotropic, with the geometric mean of the two as modulus. Rough room-temperature constants of 250, 150 and 125 GPa for $C_{11}$, $C_{12}$ and $C_{44}$ give 79 GPa. That is 17 % below the orientation average of 95 GPa, but only about 1 % below the 80 GPa I used at 300 K, so almost nothing more comes off.
- The free faces of a film relax the field of a line that crosses it. For a straight screw perpendicular to both faces, cancelling the shear stress on them replaces $R=h$ by about $0.25h$ in the logarithm. This takes off another 14 %.

Even added together, these leave more than half of $eb$.

**Q.** Then are there no thermal dislocations at all, not even small closed loops?

**A.** Only very small ones can be expected. Estimate a loop of radius $r$ as $2\pi r/b$ steps with $R\approx r$, because opposite sides cancel beyond that distance. About one such loop is expected in the film when its net cost equals the placement gain:

$$\frac{2\pi r}{b}\left[e(r)\,b-kT\ln11\right]=kT\ln(9.3\times10^{18}).$$

Solved numerically, this gives $r\approx0.3$ nm at 1000 K and $0.5$ nm at 1700 K. With $r_0=b$ instead of $b/4$, the same equation gives 0.6 nm and 1.1 nm. Either way the radius is at most about five atomic spacings. Subtracting the core-vibration allowance from each step as well raises the largest case, $r_0=b$ at 1700 K, to about 3 nm, or twelve spacings. These are small defects and not extended lines, and the elastic formula gives no more than their rough size.

**Q.** Yet annealed crystals do contain dislocations. With lines 1000 nm apart, I find a stored energy of only $2\times10^{-7}$ eV per atom. Surely $kT$ can support that.

**A.** That spacing means about $10^8$ lines per cm², and your figure is right. But thermal energy does not create a line atom by atom. The relevant energy is that of the whole line, 19,000 eV. The small average tells you something else: there is little driving force for removal.

**Q.** So how long does removal take?

**A.** Take two opposite edge dislocations that do not share a glide plane. To meet, they must climb, which means exchanging vacancies with the crystal. First we need the edge stress. Try

$$\sigma_{rr}=\sigma_{\theta\theta}=-\frac{A\sin\theta}{r},\qquad \sigma_{r\theta}=\frac{A\cos\theta}{r},$$

which satisfies both force-balance equations. With Poisson ratio $\nu$ and plane strain, Hooke's law gives $\varepsilon_{rr}=\varepsilon_{\theta\theta}=-c\sin\theta/r$, where $c=(1-2\nu)A/2\mu$. Integrating,

$$u_r=-c\sin\theta\ln r+F'(\theta),\qquad u_\theta=c\cos\theta\,(1-\ln r)-F(\theta).$$

The shear strain must equal $\sigma_{r\theta}/\mu$, which requires

$$F''+F=\frac{A\cos\theta}{\mu}+2c\cos\theta=\frac{2(1-\nu)A}{\mu}\cos\theta.$$

A solution is $F=\frac{(1-\nu)A}{\mu}\,\theta\sin\theta$. Over one turn $u_r$ then jumps by $2\pi(1-\nu)A/\mu$ at $\theta=0$. This jump must be $b$, so $A=\mu b/[2\pi(1-\nu)]$. On the cut $\theta=0$ the shear stress is $A/r$, and building up the slip $b$ against it takes the work $\frac b2\int_{r_0}^{R}\frac Ar\,dr=\frac{Ab}{2}\ln\frac{R}{r_0}$ per length. A screw has $\mu b/2\pi$ in place of $A$, so an edge line costs $1/(1-\nu)$ times as much as a screw.

Directly above the line, the stress along $b$ has size $\sigma=A/d$. It pulls the opposite partner closer with force $\sigma b$ per length. A partner free to glide moves sideways until it sits at 45°, but the climb force there is the same if $d$ is read as the height between the two glide planes. A climb distance $\delta$ exchanges $b\delta/\Omega$ vacancies per length, where $\Omega=a^3/4=0.0107$ nm³ is the atomic volume. The work per vacancy is thus $\sigma b\delta/(b\delta/\Omega)=\sigma\Omega$. At $d=1000$ nm and 1000 K this is about 0.3 % of $kT$, so the vacancy fraction at the core departs from its equilibrium value $c_0$ by $c_0\sigma\Omega/kT$.

The two lines either both emit vacancies or both absorb them, so other sources or sinks must balance the flow. I place these at distance $d$. If they stayed 10,000 nm away instead, removing a 1000 nm pair would take about 1.7 times as long. Steady diffusion between radii $b$ and $d$ carries the same flow through every cylinder. The gradient therefore goes as $1/r$, and the flow per length is $2\pi D_vc_0\sigma\Omega/[\Omega kT\ln(d/b)]$. Write $D=D_vc_0$ for self-diffusion, leaving out the correlation factor. Multiplying the flow by $\Omega/b$ gives the climb speed:

$$v=\frac{2\pi D\sigma\Omega}{b\,kT\ln(d/b)}=\frac{D\mu\Omega}{(1-\nu)kT\,d\ln(d/b)}.$$

Both lines move, so $\dot d=-2v$, and the time to meet is

$$t=\int_b^{d}\frac{dx}{2v(x)}\approx\frac{(1-\nu)kT\,d^2}{4D\mu\Omega}\left[\ln\frac db-\frac12\right].$$

I dropped a term of relative size $b^2/d^2$ from the lower limit.

With rough values $D=(1\ \text{cm}^2/\text{s})\,e^{-2.9\,\text{eV}/kT}$ and $\nu=0.3$, we have $D=2.4\times10^{-15}$ cm²/s $=0.24$ nm²/s at 1000 K, and $\mu\Omega=4.35$ eV. Then

$$t\approx\frac{0.7\times0.0862\times10^6\times7.8}{4\times0.242\times4.35}\ \text{s}\approx1.1\times10^5\ \text{s},$$

or about 31 hours. By this estimate, a one-hour anneal removes such edge pairs when they are closer than about 200 nm and leaves the wider ones. The estimate does not apply to lines that can meet or reach a surface by glide or cross-slip, which need no vacancy diffusion. At a use temperature of 400 K the same formula gives $3\times10^{26}$ s. The formula leaves out fast diffusion along the cores, which can shorten the times at both temperatures. It helps only if the lines end at a sink. Take lines 1000 nm long that end on the film faces, with a core cross-section $\pi b^2$. At 1000 K a core barrier of 0.6 times the bulk value cuts the 31 hours to about ten, and a barrier of half the bulk value cuts them to less than one, so one hour would then clear wider pairs than 200 nm. For lines ten times longer the same barriers still leave about 28 and 18 hours. At 400 K the half barrier gains a factor of nearly $10^{13}$ and leaves about two million years, but this time depends steeply on the assumed barrier: 0.4 times the bulk value would leave a few hundred years.

**Q.** Then an hour at 1700 K should clean the crystal.

**A.** In this model it nearly does. The 1000 nm pair vanishes in 0.24 s, and one hour clears spacings up to about $10^5$ nm, or some $10^4$ lines per cm². Well-annealed metals often keep more, very roughly $10^6$ per cm². The model has isolated pairs and free vacancy sources. Real lines join into networks and low-angle boundaries whose stresses largely balance, and impurities pin them. They sit in local minima of the energy, which is again retention and not thermal equilibrium.

**Q.** Is a dislocation never part of the state of lowest free energy?

**A.** It can be, if something other than heat pays for it. Clamp a single-crystal film to a thick substrate with equal in-plane strain $\varepsilon$ in both directions. With a free top surface, the stress is $M\varepsilon$, where $M=2\mu(1+\nu)/(1-\nu)=241$ GPa at 1000 K, and the energy density is $M\varepsilon^2$. Two crossed arrays, each with $\rho$ misfit lines per unit distance, relax the strain by $b_\parallel\rho$:

$$U=Mh(\varepsilon-b_\parallel\rho)^2+2\rho e_m,\qquad \left.\frac{dU}{d\rho}\right|_{0}=-2Mh\varepsilon b_\parallel+2e_m.$$

Lines lower the energy once $\varepsilon>e_m/(Mhb_\parallel)$. For lines at 60° to their Burgers vector, the screw and edge parts add without a cross term. This gives $e_m=(0.25+0.75/0.7)\,e=25.3$ eV/nm. In a film with a (001) surface, such lines lie along $\langle110\rangle$ in the interface and the part of the Burgers vector that relaxes the strain is $b_\parallel=b/2$. In this isotropic estimate the threshold for these lines is $1.4\times10^{-4}$. The cubic constants used above give a (001) biaxial modulus $C_{11}+C_{12}-2C_{12}^2/C_{11}=220$ GPa, against the isotropic 297 GPa at 300 K. Scaling $M$ by that ratio raises the threshold by about a third. Pure edge lines whose whole Burgers vector lies in the interface would have about half that threshold. Cooling nickel on silicon from 1000 K to 400 K, with a rough expansion mismatch of $10^{-5}$ per K, produces $6\times10^{-3}$, tens of times more. Stress then favours dislocations, though whether they form in time is a separate question.

There is also a two-dimensional exception. In a single atomic sheet of width $R$ that is kept flat, a dislocation is a point. Its energy grows as $B\ln R$, with $B$ set by the sheet's stiffness, and its placement entropy as $k\ln R^2$. The free energy goes as $(B-2kT)\ln R$, so heat can win when $kT>B/2$. For a sheet as stiff as graphene that would take roughly 30,000 K, so the exception matters only for much softer layers.

**Q.** How close is your film to one on a chip?

**A.** The material constants are typical of nickel, but the setting is idealized. An anneal at 1000 K is hot for a chip that already carries metal wiring, where roughly 700 K is a usual ceiling, and nickel in direct contact with silicon would react well below 1000 K. A barrier layer is assumed. Chip films are also usually polycrystalline and often thinner than 1000 nm. Grain boundaries can absorb lines: if one 200 nm away attracted a line as strongly as an opposite partner at that distance, but stayed in place itself, removal at 1000 K would take about two hours instead of 31. That changes how many lines are left over. A thinner film also lowers the cost of a thermally created line, both because fewer steps cross it and because each step is cheaper through the logarithm. With $h=R=20$ nm the formula gives a net cost of 2.6 eV per step at 1000 K, or about 210 eV for the 81 steps, and the bound on the number of lines is still about $10^{-1050}$.

Numbers in the example were calculated in double precision.
